# The generalised Wigner terrace-width distribution from a Fokker-Planck equation: verification in Python

```python
# RESULT UNDER TEST
# The Fokker-Planck equation
#   dP/dtau = d/ds[(2 b s - rho/s) P] + d2P/ds2,   s > 0,
# has the stationary density P(s) = a s^rho exp(-b s^2), with a and b fixed
# by unit norm and unit mean, and it relaxes with rates 4 b n.
# s: terrace width / stationary mean width L;  tau = D t / L^2
# rho: repulsion strength / diffusion constant D;  kappa = 2 b D / L^2
# Atilde = A beta/(kB T)^2: reduced step repulsion, beta: step stiffness
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import gamma


def wigner_constants(rho):
    b = (gamma(rho / 2 + 1) / gamma((rho + 1) / 2)) ** 2
    a = 2 * b ** ((rho + 1) / 2) / gamma((rho + 1) / 2)
    return a, b


def wigner_density(s, rho):
    a, b = wigner_constants(rho)
    return a * s**rho * np.exp(-b * s**2)


def jump_process(rho, b, cells=1000):
    """Nearest-neighbour hopping built from local drift and diffusion only.

    Returns cell centres, spacing, eigenvalues (descending), eigenvectors of
    the symmetrised rate matrix. One cell centre lies exactly at s = 1.
    """
    h = 1 / 199.5
    centres = h * (np.arange(cells) + 0.5)
    faces = h * np.arange(1, cells)
    drift = rho / faces - 2 * b * faces
    up = np.exp(h * drift / 2) / h**2
    down = np.exp(-h * drift / 2) / h**2
    diagonal = np.zeros(cells)
    diagonal[:-1] -= up
    diagonal[1:] -= down
    values, vectors = eigh_tridiagonal(diagonal, np.sqrt(up * down))
    return centres, h, values[::-1], vectors[:, ::-1]


# ---- symbolic checks -------------------------------------------------------
s, b_, r_ = sp.symbols("s b rho", positive=True)
stationary = sp.exp(r_ * sp.log(s) - b_ * s**2)


def fokker_planck(p):
    return sp.diff((2 * b_ * s - r_ / s) * p, s) + sp.diff(p, s, 2)


assert sp.simplify(fokker_planck(stationary) / stationary) == 0
for n in (1, 2, 3):
    mode = stationary * sp.assoc_laguerre(n, (r_ - 1) / 2, b_ * s**2)
    residual = (fokker_planck(mode) + 4 * b_ * n * mode) / stationary
    assert sp.simplify(sp.expand(residual)) == 0

# transformation to a Schroedinger operator, tried on a generic function
psi = sp.Function("psi")(s)
root = sp.exp(r_ * sp.log(s) / 2 - b_ * s**2 / 2)
hamiltonian_psi = (-sp.diff(psi, s, 2) + r_ * (r_ - 2) / (4 * s**2) * psi
                   + b_**2 * s**2 * psi)
difference = (fokker_planck(root * psi) / root
              + hamiltonian_psi - b_ * (r_ + 1) * psi)
assert sp.simplify(sp.expand(difference)) == 0

# two steps in a parabolic trap: stationarity of the joint density
x1, x2 = sp.symbols("x1 x2", real=True)
k_, D_ = sp.symbols("kappa D", positive=True)
gap = x2 - x1
joint = sp.exp(r_ * sp.log(gap) - k_ * (x1**2 + x2**2) / D_)
v1 = -k_ * x1 - r_ * D_ / (2 * gap)
v2 = -k_ * x2 + r_ * D_ / (2 * gap)
balance = (-sp.diff(v1 * joint, x1) - sp.diff(v2 * joint, x2)
           + D_ / 2 * (sp.diff(joint, x1, 2) + sp.diff(joint, x2, 2)))
assert sp.simplify(sp.expand(balance / joint)) == 0

# ---- model parameters of the worked example --------------------------------
temperature = 600.0      # K
stiffness = 300.0        # meV/nm
repulsion = 15.0         # meV nm
mean_width = 5.0         # nm
diffusion = 1.0          # nm^2/s
kT = 1e3 * constants.k * temperature / constants.e   # meV
Atilde = repulsion * stiffness / kT**2
rho = 1 + np.sqrt(1 + 4 * Atilde)
a, b = wigner_constants(rho)
kappa = 2 * b * diffusion / mean_width**2
g = rho * diffusion
variance = (rho + 1) / (2 * b) - 1

# ---- norm, mean and other moments by quadrature ----------------------------
for r in (1.0, 2.0, 4.0, rho):
    br = wigner_constants(r)[1]
    moment = {k: quad(lambda x: x**k * wigner_density(x, r), 0, 12,
                      points=[1, 3])[0] for k in (-1, 0, 1, 2)}
    assert abs(moment[0] - 1) < 1e-7 and abs(moment[1] - 1) < 1e-7
    assert abs(moment[2] - (r + 1) / (2 * br)) < 1e-7
    assert abs(moment[-1] - 2 * br / r) < 1e-7


# mean width in nm directly from the dimensional drift and diffusion
def raw(w):
    return w ** (g / diffusion) * np.exp(-kappa * w**2 / (2 * diffusion))


raw_mean = (quad(lambda w: w * raw(w), 0, 40, points=[5, 15])[0]
            / quad(raw, 0, 40, points=[5, 15])[0])
assert abs(raw_mean - mean_width) < 1e-6

# pair density integrated over both step positions (L = D = 1)
x = np.arange(-4, 4.005, 0.01)
first, second = np.meshgrid(x, x, indexing="ij")
width = np.clip(second - first, 0, None)
weight = width**rho * np.exp(-2 * b * (first**2 + second**2))
pair_mean = np.sum(width * weight) / np.sum(weight)
pair_square = np.sum(width**2 * weight) / np.sum(weight)
assert abs(pair_mean - 1) < 1e-4
assert abs(pair_square - 1 - variance) < 1e-4

# a stationary solution carrying flux J = -1 has the tail 1/(2 b s)
far = 20.0
flux_solution = quad(lambda u: np.exp(b * (u**2 - far**2)) * (far / u)**rho,
                     far - 1, far, points=[far - 0.1])[0]
tail_ratio = 2 * b * far * flux_solution
assert abs(tail_ratio - 1) < 0.005   # next term is of order 1/(far^2)

# ---- stationary density and decay rates from the jump process --------------
# tolerances reflect the second-order error of the grid
for r in (1.0, 2.0, 4.0, rho):
    br = wigner_constants(r)[1]
    centres, h, rates, vectors = jump_process(r, br)
    density = vectors[:, 0] ** 2 / h
    density_error = np.max(np.abs(density - wigner_density(centres, r)))
    assert abs(rates[0]) < 1e-6
    assert density_error < 3e-3
    for n in (1, 2, 3):
        assert abs(-rates[n] / (4 * br * n) - 1) < 3e-3
# the last pass of the loop leaves the worked example in these variables

# ---- relaxation from equal terraces, s = 1 ---------------------------------
start = int(np.argmin(np.abs(centres - 1)))
ground = vectors[:, 0]


def probabilities(tau):
    spread = vectors @ (np.exp(rates * tau) * vectors[start])
    return ground / ground[start] * spread


def average(power, tau):
    return float(np.sum(centres**power * probabilities(tau)))


sample_times = (0.02, 0.05, 0.10, 0.20, 0.50)
for tau in sample_times:
    predicted = 1 + variance * (1 - np.exp(-4 * b * tau))
    assert abs(average(0, tau) - 1) < 1e-6
    assert abs(average(2, tau) - predicted) < 1e-3
dt = 1e-4
slope = (average(1, 0.05 + dt) - average(1, 0.05 - dt)) / (2 * dt)
assert abs(slope - rho * average(-1, 0.05) + 2 * b * average(1, 0.05)) < 2e-3
times = np.linspace(0.002, 0.5, 250)
means = np.array([average(1, tau) for tau in times])
lowest = int(np.argmin(means))
assert means[lowest] < 0.99 and 0 < lowest < len(times) - 1
assert abs(average(1, 3.0) - 1) < 1e-3

# ---- equilibrium pair of steps: direct diagonalisation ---------------------
step = 0.004
grid = step * np.arange(1, 1251)
potential = Atilde / grid**2 + b**2 * grid**2
energies, states = eigh_tridiagonal(
    2 / step**2 + potential, -np.ones(len(grid) - 1) / step**2,
    select="i", select_range=(0, 1))
pair_density = states[:, 0] ** 2 / step
assert abs(energies[0] / (b * (rho + 1)) - 1) < 1e-3
assert abs((energies[1] - energies[0]) / (4 * b) - 1) < 1e-3
assert np.max(np.abs(pair_density - wigner_density(grid, rho))) < 2e-3


# ---- infinite array of steps that only avoid crossing ----------------------
def array_second_moment(nodes):
    z, wz = np.polynomial.legendre.leggauss(nodes)
    lengths, length_weights = 3 * (z + 1), 3 * wz
    total = 0.0
    for length, lw in zip(lengths, length_weights):
        y, wy = length * (z + 1) / 2, length * wz / 2
        kernel = np.sinc(y[:, None] - y[None, :])
        scaled = np.sqrt(wy[:, None] * wy[None, :]) * kernel
        total += lw * np.linalg.det(np.eye(nodes) - scaled)
    return 2 * total


array_variance = array_second_moment(40) - 1
assert abs(array_variance - array_second_moment(56) + 1) < 1e-9
closure_variance = 3 / (2 * wigner_constants(2.0)[1]) - 1
assert 1e-3 < abs(array_variance - closure_variance) < 1e-2

# ---- printed numbers -------------------------------------------------------
print(f"temperature                        {temperature:.0f} K")
print(f"thermal energy kB T                {kT:.3f} meV")
print(f"step stiffness beta                {stiffness:.0f} meV/nm")
print(f"step repulsion A                   {repulsion:.0f} meV nm")
print(f"mean terrace width L               {mean_width:.1f} nm")
print(f"width diffusion constant D         {diffusion:.1f} nm^2/s")
print(f"reduced repulsion Atilde           {Atilde:.4f} (no unit)")
print(f"exponent rho                       {rho:.4f} (no unit)")
print(f"constant b                         {b:.4f} (no unit)")
print(f"constant a                         {a:.4f} (no unit)")
print(f"restoring rate kappa               {kappa:.4f} 1/s")
print(f"repulsive drift strength g         {g:.4f} nm^2/s")
print(f"variance of s                      {variance:.4f} (no unit)")
print(f"standard deviation of width        "
      f"{mean_width * np.sqrt(variance):.3f} nm")
print(f"most probable width                "
      f"{mean_width * np.sqrt(rho / (2 * b)):.3f} nm")
print(f"stationary mean of 1/s             {2 * b / rho:.4f} (no unit)")
for value in (0.5, 1.0, 1.5, 2.0):
    numeric = np.interp(value, centres, density)
    print(f"P at s={value:.1f}: formula, jump process "
          f"{wigner_density(value, rho):.4f}, {numeric:.4f} (no unit)")
print(f"largest density difference         {density_error:.1e} (no unit)")
for n in (1, 2, 3):
    print(f"decay rate {n}: 4bn, jump process    "
          f"{4 * b * n:.3f}, {-rates[n]:.3f} (per unit tau)")
print(f"pair ground energy: formula, grid  "
      f"{b * (rho + 1):.4f}, {energies[0]:.4f} (scaled)")
print(f"time unit L^2/D                    {mean_width**2/diffusion:.1f} s")
print(f"slowest relaxation time 1/(2kappa) {1 / (2 * kappa):.3f} s")
print(f"initial slope of mean, rho - 2b    {rho - 2 * b:.4f} per unit tau")
for tau in sample_times:
    print(f"tau={tau:.2f}: mean s, mean s^2        "
          f"{average(1, tau):.4f}, {average(2, tau):.4f} (no unit)")
print(f"lowest transient mean of s         {means[lowest]:.4f} (no unit)")
print(f"time of lowest mean                "
      f"{times[lowest] * mean_width**2 / diffusion:.2f} s")
print(f"flux tail ratio 2bsP at s=20, J=-1 {tail_ratio:.4f} (no unit)")
print(f"rho=2 variance, Wigner form        {closure_variance:.5f} (no unit)")
print(f"rho=2 variance, infinite array     {array_variance:.5f} (no unit)")
print("finished without a failed check")
```

Printed output:

```
temperature                        600 K
thermal energy kB T                51.704 meV
step stiffness beta                300 meV/nm
step repulsion A                   15 meV nm
mean terrace width L               5.0 nm
width diffusion constant D         1.0 nm^2/s
reduced repulsion Atilde           1.6833 (no unit)
exponent rho                       3.7809 (no unit)
constant b                         2.1546 (no unit)
constant a                         10.1498 (no unit)
restoring rate kappa               0.1724 1/s
repulsive drift strength g         3.7809 nm^2/s
variance of s                      0.1094 (no unit)
standard deviation of width        1.654 nm
most probable width                4.683 nm
stationary mean of 1/s             1.1398 (no unit)
P at s=0.5: formula, jump process 0.4309, 0.4309 (no unit)
P at s=1.0: formula, jump process 1.1768, 1.1768 (no unit)
P at s=1.5: formula, jump process 0.3688, 0.3688 (no unit)
P at s=2.0: formula, jump process 0.0252, 0.0252 (no unit)
largest density difference         4.3e-06 (no unit)
decay rate 1: 4bn, jump process    8.619, 8.618 (per unit tau)
decay rate 2: 4bn, jump process    17.237, 17.237 (per unit tau)
decay rate 3: 4bn, jump process    25.856, 25.855 (per unit tau)
pair ground energy: formula, grid  10.3010, 10.3010 (scaled)
time unit L^2/D                    25.0 s
slowest relaxation time 1/(2kappa) 2.901 s
initial slope of mean, rho - 2b    -0.5284 per unit tau
tau=0.02: mean s, mean s^2        0.9917, 1.0173 (no unit)
tau=0.05: mean s, mean s^2        0.9859, 1.0383 (no unit)
tau=0.10: mean s, mean s^2        0.9858, 1.0632 (no unit)
tau=0.20: mean s, mean s^2        0.9922, 1.0899 (no unit)
tau=0.50: mean s, mean s^2        0.9993, 1.1080 (no unit)
lowest transient mean of s         0.9850 (no unit)
time of lowest mean                1.80 s
flux tail ratio 2bsP at s=20, J=-1 1.0028 (no unit)
rho=2 variance, Wigner form        0.17810 (no unit)
rho=2 variance, infinite array     0.17999 (no unit)
finished without a failed check
```
